Interlayer exciton of two polarizable sheets: potential, binding energy and radius

**Setting**

Two semiconducting sheets of negligible thickness lie in the planes z = 0 (sheet 1) and z = d (sheet 2) inside a uniform dielectric of constant ε. Sheet i responds to the in-plane electric field with a dipole moment per unit area P_i = α_i E_∥, in excess of the response of the background; α_i is static, local and has the dimension of length. Gaussian equations are used, so e² stands for e²/4πε₀ = 14.3996 eV Å. An electron lies in sheet 1 and a hole in sheet 2. The bands are parabolic with reduced mass μ, and there is no tunnelling between the sheets. The exchange kernel of the Bethe-Salpeter equation needs electron and hole amplitude at the same point and is dropped. The statically screened direct kernel then gives, for the in-plane separation ρ,

[−(ħ²/2μ)∇² − V(ρ)] ψ = −E_b ψ,

where −V is the electron-hole interaction energy. E_b refers to the ground state, and the radius is a_X = ⟨ρ²⟩^(1/2). Fourier transforms follow φ(ρ) = ∫d²q/(2π)² φ(q) e^(iq·ρ). The abbreviations are r_i = 2πα_i/ε, r = r₁ + r₂, s = e^(−qd) and a* = εħ²/μe². Numerical parts use the round model parameters 2πα₁ = 40 Å, 2πα₂ = 50 Å, μ = 0.25 mₑ, for which ħ²/2μ = 15.2399 eV Å².

**Part (a).** Derive the screened interaction between charges in different sheets, W₁₂(q), and between two charges in sheet 1, W₁₁(q). Interpret the denominator, and write V(ρ) as a single integral.

**Answer.** With E_∥ = −∇φ, the induced sheet charge is σ_i = −∇·P_i = α_i∇²φ, and ∇² → −q² gives

σ_i(q) = −α_i q² φ_i(q),

where φ_i is the total potential in the plane of sheet i. A slab of thickness t and dielectric constant ε_s has the excess polarization (ε_s − ε)E/4π per volume, so it realizes α = (ε_s − ε)t/4π as t → 0.

A sheet charge σ(q) at z = 0 obeys ε(q² − ∂_z²)φ = 4πσδ(z). The decaying solution is φ = A e^(−q|z|). Integrating across z = 0 gives −ε[φ′(0⁺) − φ′(0⁻)] = 2εqA = 4πσ, so

φ(q,z) = v σ e^(−q|z|),  v = 2π/(εq).

Place a point charge Q at the origin of sheet 1; its transform is σ₀ = Q. A sheet charge acts on its own plane with weight v and on the other plane with weight vs, and the potentials add:

φ₁ = v(Q + σ₁ + sσ₂),
φ₂ = v(sQ + sσ₁ + σ₂).

Since vα_i q² = 2πα_i q/ε = r_i q ≡ x_i, we have vσ_i = −x_i φ_i. Moving these terms to the left,

(1 + x₁)φ₁ + s x₂ φ₂ = vQ,
s x₁ φ₁ + (1 + x₂)φ₂ = v s Q.

The determinant is

D = (1 + x₁)(1 + x₂) − x₁x₂s² = 1 + rq + r₁r₂q²(1 − s²),

and D ≥ 1 because 0 < s ≤ 1. Cramer's rule gives

φ₁ = vQ[(1 + x₂) − s²x₂]/D,
φ₂ = vQ[(1 + x₁)s − s x₁]/D = vQ s/D.

For the electron Q = −e, and a hole of charge +e in sheet 2 has energy eφ₂ = −W₁₂, with

W₁₂(q) = (2πe²/εq) f(q),  f = s/D,
W₁₁(q) = (2πe²/εq) f₁₁(q),  f₁₁ = [1 + r₂q(1 − s²)]/D.

To read D, take one sheet in an incident potential φ_in. Then φ = φ_in − xφ, so the total potential at the sheet is τφ_in with τ = 1/(1 + x), and the induced part is ηφ_in with η = −x/(1 + x). Dividing numerator and denominator of f by (1 + x₁)(1 + x₂),

f = τ₁ s τ₂/(1 − η₁η₂s²) = τ₁ s τ₂ Σₙ (η₁η₂s²)ⁿ.

The field is screened in sheet 1, decays across the gap and is screened in sheet 2. Each round trip between the sheets adds a factor η₁η₂s², which lies between 0 and 1. The multiple reflections therefore strengthen the interlayer interaction: the charge induced in sheet 2 is itself screened by sheet 1.

W₁₂ depends on |q| alone, and ∫₀^2π e^(iqρ cos θ)dθ = 2πJ₀(qρ), so

V(ρ) = ∫₀^∞ (q dq/2π) W₁₂ J₀(qρ) = (e²/ε) ∫₀^∞ f(q) J₀(qρ) dq.

The program tests W₁₂ and W₁₁ against a symbolic matching of exponentials at the two planes. It also tests W₁₂ against finite slabs, where the deviation halves when t is halved.

**Part (b).** Find V(ρ) for α₁ = α₂ = 0 and for d = 0. For d > 0 find the first two terms of V at large ρ, and find V(0) for small d.

**Answer.** Without polarizability f = e^(−qd), and v e^(−qb) is by construction the transform of the potential of a unit point charge seen at height b, which is 1/ε√(ρ² + b²). This gives the integral

∫₀^∞ e^(−qb) J₀(qρ) dq = 1/√(ρ² + b²),   (1)

and V = e²/ε√(ρ² + d²).

For d = 0, s = 1 and f = 1/(1 + rq): the sheets merge into one with α₁ + α₂. Write 1/(1 + rq) = ∫₀^∞ e^(−t) e^(−q r t) dt, apply (1) with b = rt, and substitute t = (ρ/r)u:

V = (e²/ε)∫₀^∞ e^(−t) dt/√(ρ² + r²t²) = (e²/εr)∫₀^∞ e^(−ρu/r) du/√(1 + u²).

The integral representation H₀(y) − Y₀(y) = (2/π)∫₀^∞ e^(−yu) du/√(1 + u²) of the Struve and Neumann functions turns this into the Rytova-Keldysh potential

V = (πe²/2εr)[H₀(ρ/r) − Y₀(ρ/r)].

For ρ ≪ r the exponential cuts off ∫du/u at u ≈ r/ρ, so V diverges as ln(r/ρ).

At large ρ the fast oscillation of J₀ cancels the contribution of the smooth f away from the endpoint, and the asymptotic series is fixed by the Taylor coefficients of f = Σcₙqⁿ at q = 0. The integrals ∫qⁿJ₀dq, defined with the factor e^(−qb) and b → 0, follow by applying (−∂_b)ⁿ to (1), whose right side is 1/ρ − b²/2ρ³ + 3b⁴/8ρ⁵ − …. The results for n = 0 to 4 are 1/ρ, 0, −1/ρ³, 0 and 9/ρ⁵. Because 1 − s² = 2qd + …, the last term of D starts at q³, so 1/D = 1 − rq + r²q² + O(q³). Multiplying by s = 1 − dq + d²q²/2 gives c₂ = d²/2 + rd + r², and

V ≈ (e²/ε)[1/ρ − (d²/2 + rd + r²)/ρ³],  ρ ≫ r, d.

At long range the sheets do not screen. For d = 6 Å and ε = 1, c₂ = 18 + 540 + 8100 = 8658 Å². The computed value of (1 − εVρ/e²)ρ² at ρ = 3000 Å is 8585 Å², which is 0.8 % below c₂. The next term subtracts 9c₄/ρ², and with c₄ ≈ r⁴ its size relative to c₂ is about 9r²/ρ² = 0.8 %.

At ρ = 0 and d > 0 the integral V₀ ≡ V(0) = (e²/ε)∫f dq converges. For qd ≪ 1, put s ≈ 1 in the numerator and 1 − s² ≈ 2qd in D:

D ≈ 1 + rq + rq(q/q*)²,  q*² = r/(2r₁r₂d).

Split the integral at Λ with 1/r ≪ Λ ≪ q*. Below Λ the cubic term is negligible, and above Λ the 1 is negligible:

∫₀^Λ dq/(1 + rq) ≈ (1/r) ln(rΛ),
∫_Λ^∞ dq/[rq(1 + q²/q*²)] = (1/2r) ln(1 + q*²/Λ²) ≈ (1/r) ln(q*/Λ).

The sum is (1/r) ln(rq*), so

V₀ ≈ (e²/2εr) ln(r³/2r₁r₂d).

The step qd ≪ 1 must hold up to q*, and (q*d)² = rd/2r₁r₂ requires d ≪ 2r₁r₂/r. Since r² ≥ 4r₁r₂, this implies d ≪ r/2 and (rq*)² ≥ 2r/d ≫ 1, so Λ exists. The logarithm is cut off at q*, well below 1/d. For d = 10⁻³ Å, a formal value chosen to isolate the law, the prefactor is 14.3996/180 = 0.079998 eV, and ln(729000/4) = 12.113, which gives 969.0 meV against the computed 969.3 meV. At d = 10⁻⁵ Å the law gives 1337.43 meV against 1337.46 meV.

**Part (c).** Determine whether E_b is monotonic in d and in r_i at fixed ε and μ. Give dE_b/dd as an integral and discuss it at d = 0. Order E_b relative to the value without multiple reflections and to the intralayer value for the same μ.

**Answer.** For a normalized state with transform ψ̃(k), define the form factor of the density,

F(q) = ∫|ψ|² e^(iq·ρ) d²ρ = ∫d²k/(2π)² ψ̃*(k + q) ψ̃(k),  F(0) = 1.

The energy functional is

E[ψ] = ∫d²k/(2π)² (ħ²k²/2μ)|ψ̃|² − ∫d²q/(2π)² W₁₂(q) F(q).

Replace ψ̃ by |ψ̃|. The norm and the kinetic energy depend on |ψ̃|² and do not change. The new form factor ∫|ψ̃(k + q)||ψ̃(k)| is at least |F(q)|. Because W₁₂ > 0, the energy cannot rise. A bound state exists, as part (e) shows, so a ground state can be chosen with ψ̃ ≥ 0 and F ≥ 0.

Take two interactions with W^A(q) > W^B(q) > 0 for q > 0, and use the ground state of B as a trial state for A. The variational principle gives

−E_b^A ≤ −E_b^B − ∫d²q/(2π)² (W^A − W^B) F^B.

The integrand is non-negative, and it is positive near q = 0, where the continuous F^B is close to 1. Therefore E_b^A > E_b^B: a larger f at each q > 0 binds more strongly.

With ∂s/∂d = −qs we get ∂D/∂d = −r₁r₂q²·2s·(−qs) = 2r₁r₂q³s², and

∂f/∂d = −qs/D − 2r₁r₂q³s³/D² < 0.

Also ∂D/∂r₁ = q + r₂q²(1 − s²) > 0, so ∂f/∂r₁ < 0, and likewise for r₂. In this model E_b falls strictly with d and with each r_i.

The ground state is non-degenerate: |ψ(ρ)| has the same energy as a real ψ, so a minimizer has no node, and two nodeless functions cannot be orthogonal. A non-degenerate state of an isotropic Hamiltonian has an isotropic density, and the Hellmann-Feynman theorem applies:

dE_b/dd = (e²/ε)∫₀^∞ F(q) ∂f/∂d dq.

At d = 0, −∂f/∂d = q/(1 + rq) + 2r₁r₂q³/(1 + rq)² ≤ (1 + 2r₁r₂/r²) q. The inverse transform at the origin gives ∫qF dq = 2π|ψ(0)|², which is finite, since the regular solution in a logarithmic potential behaves as ψ(0)[1 + O(ρ² ln ρ)]. The slope at d = 0 is thus finite, although V(0) diverges there.

Dropping the reflections replaces D by (1 + x₁)(1 + x₂) > D, which lowers f and hence E_b. For the intralayer case, 1 + x₂(1 − s²) > s when d > 0, so f₁₁ > f and the intralayer exciton is more strongly bound. Expanding the product confirms D = (1 + x₁)[1 + x₂(1 − s²)] + x₂s², so

f₁₁ = 1/{1 + x₁ + x₂s²/[1 + x₂(1 − s²)]},

which rises with d: removing sheet 2 removes its screening. The two excitons coincide at d = 0 and move in opposite directions. The program tests the slope formula against finite differences at d = 6 Å and d = 0, the positivity of ψ̃ over the range of k that holds nearly all the norm at d = 6 Å, the decrease with r₁ and r₂, and the ordering of the three energies.

**Part (d).** Expand V about ρ = 0 and obtain E_b and a_X including the first anharmonic correction. Deduce explicit laws for large d and state their range.

**Answer.** Inserting J₀(y) = 1 − y²/4 + y⁴/64 − … gives V = V₀ − kρ²/2 + gρ⁴ − … with

V₀ = (e²/ε)∫f dq,  k = (e²/2ε)∫q²f dq,  g = (e²/64ε)∫q⁴f dq,

all finite for d > 0. Without g the problem is a two-dimensional oscillator. For ψ₀ ∝ e^(−ρ²/2ℓ²), ∇²ψ₀ = (ρ²/ℓ⁴ − 2/ℓ²)ψ₀. The ρ² terms cancel when k = ħ²/μℓ⁴, and the energy above the well bottom is ħ²/μℓ² = ħω, with ω = √(k/μ) and ℓ² = ħ/μω. In the variable u = ρ²/ℓ² the density is e^(−u)du, so ⟨ρ²⟩ = ℓ² and ⟨ρ⁴⟩ = 2ℓ⁴. The perturbation is −gρ⁴, and to first order in g

E_b ≈ V₀ − ħω + 2gℓ⁴.

For the radius, the Hamiltonian contains +kρ²/2, so Hellmann-Feynman gives ⟨ρ²⟩ = 2∂E/∂k with E = −E_b. Because ω ∝ k^(1/2) and ℓ⁴ ∝ 1/k, we have 2∂(ħω)/∂k = ħω/k and 2∂(−2gℓ⁴)/∂k = 4gℓ⁴/k. Using kℓ² = μω²·ħ/μω = ħω,

a_X² ≈ ℓ²(1 + 4gℓ⁴/ħω).

The expansion requires 4gℓ⁴/ħω to be small; the first-order energy of the omitted ρ⁶ term of V must be small against 2gℓ⁴ as well. The harmonic value alone is a lower bound at any d > 0. From J₀(y) = (1/π)∫₀^π cos(y sin θ)dθ and cos w ≥ 1 − w²/2 follows J₀ ≥ 1 − y²/4. With f > 0 this gives V ≥ V₀ − kρ²/2, and so E_b ≥ V₀ − ħω.

For large d the factor s restricts q to about 1/d. There rq is of order r/d, and the last term of D is at most r₁r₂q², of order r₁r₂/d². So f = e^(−qd)[1 − rq + O(r²/d²)], and ∫qⁿe^(−qd)dq = n!/d^(n+1) gives

V₀ = (e²/ε)(1/d − r/d²),
k = (e²/2ε)(2/d³ − 6r/d⁴) = (e²/εd³)(1 − 3r/d),
g = (e²/64ε)(24/d⁵) = 3e²/8εd⁵.

At leading order ħω₀ = ħ√(e²/εμd³) = (e²/ε)√(a*/d³) and ℓ⁴ = ħ²/μk = a*d³. Then 2gℓ⁴ = 3e²a*/4εd² = 3ħ²/4μd², and

E_b = e²/εd − ħ√(e²/εμd³) + [3ħ²/4μ − e²r/ε]/d² + O(d^(−5/2)).

The remainder has two leading sources. The correction to k changes −ħω by +(3r/2d)ħω₀. The next anharmonic order is smaller than 2gℓ⁴ by a factor of order ℓ²/d² = √(a*/d). Both scale as d^(−5/2). For the radius, ℓ = (a*d³)^(1/4)(1 + 3r/4d) and 4gℓ⁴/ħω₀ = (3/2)√(a*/d), so

a_X ≈ (a*d³)^(1/4)[1 + 3r/4d + (3/4)√(a*/d)].

The laws need d ≫ r and d ≫ a*. To order 1/d², V₀ equals e²/ε(d + r): the sheets act as an added separation r. The radius grows as d^(3/4), more slowly than d.

For ε = 1, a* = 2.1167 Å, and the 1/d² coefficient is 22.86 − 14.3996 × 90 = −1273.1 eV Å². At d = 10⁴ Å, again a formal value, ħω₀ = 14.3996 × √2.1167 × 10⁻⁶ eV = 0.02095 meV, and the law gives 1.43996 − 0.02095 − 0.01273 = 1.40628 meV. The computed value is 1.40673 meV; of the difference 0.00045 meV, the term (3r/2d)ħω₀ = 0.0135 × 0.02095 supplies 0.00028 meV. Most of the rest is the d^(−3) term of V₀: the second-order part of 1/D is r²q² − r₁r₂q²(1 − s²), and integrating it against s gives (e²/ε)(2r² − 52r₁r₂/27)/d³ = 14.3996 × 12348 × 10⁻¹² eV = 0.00018 meV. The anharmonic remainder, of order 2gℓ⁴√(a*/d) ≈ 0.00023 × 0.015 meV, is negligible at this d because a* ≪ r. The leading radius is 1206.2 Å, the bracket is 1 + 0.00675 + 0.01091 = 1.01766, and the product 1227.5 Å matches the computed 1227.5 Å. The program tests the moment forms of E_b and a_X and each leading coefficient at d = 10⁴ and 4 × 10⁴ Å.

**Part (e).** Set up a variational method for arbitrary d. Obtain a one-parameter bound on E_b, and give an exactly solvable case against which the method can be checked.

**Answer.** Expand ψ in Gaussians e^(−aρ²). For two exponents a and b put c = a + b. The required integrals are ∫e^(−cρ²)d²ρ = π/c, its derivative ∫ρ²e^(−cρ²)d²ρ = π/c², and, by completing the square in each Cartesian direction, ∫e^(−cρ²)e^(iq·ρ)d²ρ = (π/c)e^(−q²/4c). The last integral equals ∫e^(−cρ²)J₀(qρ)d²ρ, because the Gaussian is isotropic. Integration by parts turns the kinetic element into the integral of ∇e^(−aρ²)·∇e^(−bρ²) = 4abρ²e^(−cρ²). Hence

S_ab = π/c,
T_ab = (ħ²/2μ) 4abπ/c²,
V_ab = (e²/ε)(π/c)∫₀^∞ f e^(−q²/4c) dq,
(ρ²)_ab = π/c².

The lowest root of the generalized eigenvalue problem (T − V)C = −E_b S C gives E_b, and a_X² = Cᵀ(ρ²)C/CᵀSC. The oscillating J₀ has dropped out, and d = 0 needs no special treatment.

For a single Gaussian c = 2a, so T/S = (ħ²/2μ)(4a²π/4a²)(2a/π) = ħ²a/μ and ⟨ρ²⟩ = 1/2a. The variational principle gives

E_b ≥ max over a of [(e²/ε)∫₀^∞ f e^(−q²/8a) dq − ħ²a/μ].

For small a the exponential selects small q, where f → 1, and the integral tends to √(2πa). An attraction proportional to √a exceeds a kinetic energy proportional to a, so the bound is positive. Since V vanishes at infinity the continuum starts at zero energy, and a bound state exists for any d.

The solvable case is r_i = 0, d = 0, the two-dimensional hydrogen atom with V = e²/ερ. For ψ = e^(−κρ), ∇²ψ = (κ² − κ/ρ)ψ. The 1/ρ terms cancel if ħ²κ/2μ = e²/ε, that is κ = 2/a*. Then E_b = ħ²κ²/2μ = 2e²/εa*, and ⟨ρ²⟩ = [3!/(2κ)⁴]/[1!/(2κ)²] = 6/(2κ)² = 3a*²/8. For ε = 4, a* = 8.4668 Å, so E_b = 2 × 14.3996/(4 × 8.4668) eV = 850.36 meV and a_X = 0.61237 × 8.4668 = 5.185 Å. The basis reproduces both values.

**Part (f).** For ε = 1 and d = 6 Å evaluate W₁₂ at q = 0.05 Å⁻¹, the estimates of parts (d) and (e), and the converged E_b and a_X. Tabulate E_b and a_X against d for ε = 1 and ε = 4, discuss the trends, and state where the model fails.

**Answer.** At q = 0.05 Å⁻¹, x₁ = 2 and x₂ = 2.5, with s = e^(−0.3) = 0.74082. Then

D = 3 × 3.5 − 5 × 0.74082² = 10.5 − 2.7441 = 7.7559,
f = 0.74082/7.7559 = 0.09552,
W₁₂ = 2π × 14.3996 × 0.09552/0.05 = 172.8 eV Å².

The sheets reduce the interaction at this q by the factor 7.76; without reflections the factor would be 10.5.

The moment integrals give V₀ = 282.21 meV, against the unscreened e²/d = 2399.9 meV, and k = 0.4263 meV/Å². With ħ²/μ = 30.4798 eV Å²,

ħω = √(30.4798 × 0.4263 × 10⁻³) eV = 113.99 meV,
ℓ = √(30.4798/0.11399) Å = 16.35 Å,
V₀ − ħω = 282.21 − 113.99 = 168.2 meV.

The single Gaussian has its optimum at a = 8.6145 × 10⁻⁴ Å⁻². The kinetic energy is 30.4798 × 8.6145 × 10⁻⁴ eV = 26.26 meV and the attraction is 235.95 meV, so E_b ≥ 209.69 meV, with trial radius 1/√(2a) = 24.09 Å. The full basis gives

E_b = 210.2 meV,  a_X = 24.55 Å (2.455 nm).

A radial finite-difference solution in the real-space V(ρ) agrees to the printed digits; this numerical check is part of the check output. Relative to the converged E_b, the one-Gaussian bound is 0.2 % low and the harmonic bound is 20 % low, and ℓ is one third smaller than a_X. The two estimates use the same trial shape. They differ in that the harmonic one replaces V by a parabola lying below it, which overstates the confinement where ψ extends beyond the quadratic region. Without multiple reflections E_b = 181.8 meV, 13 % below the converged value, with a_X = 27.0 Å. The intralayer exciton of sheet 1 has 466.1 meV and 10.9 Å. The order 181.8 < 210.2 < 466.1 is that of part (c).

For ε = 1 (r₁ = 40 Å, r₂ = 50 Å), with the unscreened E_b⁰ for r_i = 0:

d (Å) | E_b (meV) | a_X (Å) | E_b⁰ (meV)
0 | 309.4 | 15.4 | 13606
2 | 250.4 | 20.4 | 3060
4 | 226.4 | 22.8 | 1911
6 | 210.2 | 24.55 | 1415
10 | 187.7 | 27.4 | 947
20 | 154.2 | 32.7 | 532
50 | 107.5 | 44.6 | 237
100 | 74.6 | 60.3 | 125

For ε = 4 (r₁ = 10 Å, r₂ = 12.5 Å):

d (Å) | E_b (meV) | a_X (Å) | E_b⁰ (meV)
0 | 134.4 | 18.3 | 850.4
2 | 112.7 | 21.6 | 401.9
4 | 100.6 | 23.8 | 287.4
6 | 91.8 | 25.7 | 228.4
10 | 79.3 | 28.9 | 165.4
20 | 60.7 | 35.7 | 101.5
50 | 37.15 | 52.2 | 49.4
100 | 23.2 | 74.7 | 27.4

E_b falls with d and lies below E_b⁰, as part (c) proves. The radius grows along both tables. That growth is derived for large d in part (d); at intermediate d it is a numerical finding for these parameters.

The fall is steepest at contact. For ε = 1 the slope is −92.3 meV/Å at d = 0 and −6.97 meV/Å at d = 6 Å, and a linear extrapolation to 2 Å gives 309.39 − 2 × 92.32 = 124.8 meV where the true value is 250.4 meV. The linear range is very short: at d = 0.1 Å the basis gives 302.0 meV, a drop of 7.4 meV against the linear 9.2 meV. A Gaussian density has F = e^(−q²a_X²/4), so E_b samples q up to about 2/a_X. The slope carries the extra weight ∂f/∂d, which grows as q at d = 0, and more than half of it comes from q > 2/a_X, where the cubic term of D acts first. At q = q* the cubic term equals the linear term rq. It reaches that size at the edge of the range sampled by E_b when q* = 2/a_X, and by then the drop is only about 40 % of the linear value; this happens at d ≈ r a_X²/8r₁r₂ = 90 × 15.43²/16000 ≈ 1.3 Å. This length is far below a_X, so the single-sheet potential with r₁ + r₂ is a poor description already at a few ångström: at 6 Å it overestimates E_b by 309.4/210.2 − 1 = 47 %.

At d = 100 Å and ε = 1 the moment form gives 83.87 − 10.32 + 1.18 ≈ 74.7 meV, 0.2 % above the converged 74.56 meV. The condition of part (d) is met only roughly here: the omitted first-order ρ⁶ term is −0.52 meV, 44 % of 2gℓ⁴, and it is partly cancelled by the second-order term in g, +9g²ℓ⁸/ħω = 0.30 meV, and by higher terms. The full anharmonic correction is 1.01 meV rather than 1.18 meV, and the small relative error reflects that this correction is small against V₀. For the radius 4gℓ⁴/ħω = 2 × 1.18/10.32 = 0.229, and 54.33 × √1.229 = 60.2 Å against 60.26 Å. The explicit series fails at the same d, since r/d = 0.9 is not small: 144.0 − 20.95 − 127.3 ≈ −4 meV. The moment form keeps the full f and needs a nearly harmonic well; the explicit series needs d ≫ r in addition.

Raising ε from 1 to 4 at fixed α_i lowers E_b by the factor 309.39/134.43 = 2.3 at d = 0 and 74.56/23.18 = 3.2 at d = 100 Å. For a given layer of finite thickness the excess α = (ε_s − ε)t/4π itself falls with ε; for t = 6 Å the values of 2πα drop by 9 Å to 31 and 41 Å, and the factors become 2.0 and 3.1. The hydrogenic E_b = 2μe⁴/ε²ħ² would give 16, and the leading large-d term e²/εd gives 4. The weaker dependence can be read from

W₁₂ = 2πe² s/{q[ε + 2π(α₁ + α₂)q + 4π²α₁α₂q²(1 − s²)/ε]},

obtained by multiplying D by ε. The first term of the bracket grows with ε, the second is independent of it and the third shrinks. The ratio W₁₂(ε = 1)/W₁₂(ε = 4) is therefore below 4 at each q > 0, and it approaches 4 as the relevant q, of order 1/d at large d, goes to zero. Where 4π²α₁α₂q²(1 − s²) > 4 the bracket is smaller at ε = 4 than at ε = 1 and the interaction rises with ε: at d = 6 Å the ratio is 1.17 at q = 0.05 Å⁻¹ and 0.91 at q = 0.07 Å⁻¹. This bounds the interaction, not E_b: the kinetic energy does not scale with ε, and the unscreened values, for which W falls by exactly 4, give 125.1/27.4 = 4.6 at d = 100 Å. That the screened E_b falls by less than 4 throughout the tables is a numerical finding for these parameters.

The model has four limits of validity. The sheets have zero thickness, so d must exceed the thickness of a real layer; the rows with d of a few ångström or less describe the model only. The slab comparison of part (a) shows corrections, including the out-of-plane response that α_i omits, that are linear in t for t ≪ d, and they are not small when t is comparable to d. For isotropic slabs with the same α_i, thickness t = 6 Å, point charges at the mid-planes and ε = 1, E_b is 278 meV instead of 210 meV at d = 6 Å (+32 %), and it is higher by 14 % at 10 Å, 7 % at 20 Å and 1 % at 100 Å. A local α_i and parabolic bands require 1/a_X and q* to be small against a reciprocal lattice vector. Static screening requires E_b to be small against the gaps that set α_i. If the carriers tunnel between the sheets, interlayer and intralayer states mix, the exchange term returns, and the single equation for ψ(ρ) becomes a coupled set containing W₁₁, W₂₂ and W₁₂.

Numbers as computed

```
e^2/(4 pi eps0) = 14.3996 eV A; hbar^2/m_e = 7.6200 eV A^2
mu = 0.25 m_e; 2 pi alpha1 = 40 A; 2 pi alpha2 = 50 A
hbar^2/(2 mu) = 15.2399 eV A^2; a*(eps=1) = 2.1167 A; a*(eps=4) = 8.4668 A
2D hydrogen check, eps=4: Eb = 850.36 meV, aX = 5.185 A
--- d = 6 A, eps = 1, r = 90 A
q = 0.05 1/A: s = 0.74082, D = 7.7559, f = 0.09552
  (1+r1 q)(1+r2 q) = 10.5000; W12 = 172.84 eV A^2
V0 = 282.21 meV; unscreened e^2/d = 2399.9 meV
k = 0.4263 meV/A^2; hbar omega = 113.99 meV; l = 16.352 A
harmonic V0 - hbar omega = 168.22 meV
one Gaussian: a = 8.6145e-04 1/A^2, radius = 24.092 A
  kinetic = 26.26 meV, attraction = 235.95 meV, Eb = 209.69 meV
Gaussian basis: Eb = 210.178 meV, aX = 24.550 A (2.455 nm)
finite differences: Eb = 210.178 meV, aX = 24.550 A
dEb/dd: -6.966 meV/A at d = 6 A; -92.32 meV/A at d = 0
no multiple reflections: Eb = 181.81 meV, aX = 27.037 A
intralayer, sheet 1: Eb = 466.10 meV, aX = 10.908 A
far field at 3000 A: computed 8585 A^2, d^2/2+rd+r^2 = 8658 A^2
--- eps = 1, r1 = 40.0 A, r2 = 50.0 A
d =     0 A: Eb =  309.39 meV, aX =  15.43 A, unscreened Eb =  13605.6 meV
d =     2 A: Eb =  250.36 meV, aX =  20.43 A, unscreened Eb =   3060.2 meV
d =     4 A: Eb =  226.37 meV, aX =  22.78 A, unscreened Eb =   1911.4 meV
d =     6 A: Eb =  210.18 meV, aX =  24.55 A, unscreened Eb =   1415.2 meV
d =    10 A: Eb =  187.71 meV, aX =  27.36 A, unscreened Eb =    947.4 meV
d =    20 A: Eb =  154.20 meV, aX =  32.72 A, unscreened Eb =    531.6 meV
d =    50 A: Eb =  107.53 meV, aX =  44.62 A, unscreened Eb =    236.6 meV
d =   100 A: Eb =   74.56 meV, aX =  60.26 A, unscreened Eb =    125.1 meV
--- eps = 4, r1 = 10.0 A, r2 = 12.5 A
d =     0 A: Eb =  134.43 meV, aX =  18.27 A, unscreened Eb =    850.4 meV
d =     2 A: Eb =  112.67 meV, aX =  21.59 A, unscreened Eb =    401.9 meV
d =     4 A: Eb =  100.58 meV, aX =  23.81 A, unscreened Eb =    287.4 meV
d =     6 A: Eb =   91.84 meV, aX =  25.68 A, unscreened Eb =    228.4 meV
d =    10 A: Eb =   79.30 meV, aX =  28.93 A, unscreened Eb =    165.4 meV
d =    20 A: Eb =   60.69 meV, aX =  35.73 A, unscreened Eb =    101.5 meV
d =    50 A: Eb =   37.15 meV, aX =  52.17 A, unscreened Eb =     49.4 meV
d =   100 A: Eb =   23.18 meV, aX =  74.70 A, unscreened Eb =     27.4 meV
--- asymptotic laws, eps = 1
d = 100 A: V0 = 83.87 meV, hbar omega = 10.32 meV, 2 g l^4 = 1.18 meV
  V0 - hbar omega + 2 g l^4 = 74.72 meV, l = 54.33 A
3 hbar^2/(4 mu) = 22.86 eV A^2; 1/d^2 coefficient = -1273.1 eV A^2
d = 10000 A: Eb = 1.40673 meV, law 1.40628 meV; aX = 1227.5 A, law 1206.2 A
d = 40000 A: Eb = 0.35659 meV, law 0.35658 meV; aX = 3436.0 A, law 3411.6 A
d = 1e-03 A: V0 = 969.31 meV, logarithmic law 969.03 meV
d = 1e-05 A: V0 = 1337.46 meV, logarithmic law 1337.43 meV
```
